\section*{Why a converged cubic DFT+U metal can be a saddle point}

\section{Definitions and conventions}

A high-spin $d^6$ cation in a rocksalt crystal has five majority-spin electrons and one minority-spin electron, the latter in the $t_{2g}$ shell. I treat the minority electron alone. The full majority shell is inert, all spins are parallel, and spin--orbit coupling, the empty minority $e_g$ orbitals and lattice distortions are left out. The cations form an fcc lattice with $N$ sites and cubic constant $a$, one site per cell. The orbital order is $(yz,zx,xy)$.

At each wavevector $\mathbf k$ the state is a $3\times3$ density matrix $\rho_{\mathbf k}$ with eigenvalues between 0 and 1. The site occupation matrix is $n=N^{-1}\sum_{\mathbf k}\rho_{\mathbf k}$, with $\mathrm{Tr}\,n=1$. With $\tau=k_BT$ the electronic smearing and $U$ the effective Hubbard parameter, the free energy per site is
\begin{align}
F&=\frac1N\sum_{\mathbf k}\mathrm{Tr}(h_{\mathbf k}\rho_{\mathbf k})-\tau S+\frac U2\,\mathrm{Tr}(n-n^2),\label{F}\\
S&=-\frac1N\sum_{\mathbf k}\mathrm{Tr}\left[\rho_{\mathbf k}\ln\rho_{\mathbf k}+(1-\rho_{\mathbf k})\ln(1-\rho_{\mathbf k})\right].\nonumber
\end{align}
The last term of (\ref{F}) is the rotationally invariant DFT+U correction. The rest of the density functional is represented by fixed bands, $h_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}t(\mathbf R)$, where $\mathbf R$ runs over the 12 nearest neighbours. There is no $\mathbf R=0$ term, which sets the zero of energy.

For the bond along $(1,1,0)$ use the coordinates $d=(x+y)/\sqrt2$ and $e=(x-y)/\sqrt2$. Then $yz=(d-e)z/\sqrt2$ and $zx=(d+e)z/\sqrt2$, where $dz$ has $\pi$ and $ez$ has $\delta$ character about the bond. The normalized $xy$ function obeys
\[
\frac{\sqrt3}{2}(d^2-e^2)=\frac{\sqrt3}2\,\frac{2d^2-e^2-z^2}{2}-\frac12\,\frac{\sqrt3(e^2-z^2)}2 ,
\]
a $\sigma$ part of weight $3/4$ and a $\delta$ part of weight $1/4$. With two-centre integrals $V_\sigma,V_\pi,V_\delta$,
\begin{equation}
t=\begin{pmatrix}t_2&st_3&0\\ st_3&t_2&0\\0&0&t_1\end{pmatrix},\quad
t_1=\tfrac{3V_\sigma+V_\delta}4,\quad t_2=\tfrac{V_\pi+V_\delta}2,\quad t_3=\tfrac{V_\pi-V_\delta}2 .\label{t}
\end{equation}
Here $s=+1$ for $\pm(1,1,0)$ and $s=-1$ for $\pm(1,-1,0)$, because the reflection $y\to-y$ reverses $yz$ but not $zx$. The zeros follow from the reflection $z\to-z$. The other two planes follow by cyclic permutation.

\section{The belief and its appeal}

The belief is this: if a DFT+U calculation with the crystal's cubic symmetry converges tightly, and the result is a metal, then DFT+U predicts a metal. It has good grounds. The crystal may really look cubic, symmetry reduces the work, and self-consistency does mean that the first derivative of the energy vanishes. The weak point is the last step, since a vanishing first derivative does not distinguish a minimum from a saddle.

\section{What cubic symmetry enforces}

Let $\rho$ have the full cubic symmetry. A twofold rotation about $z$ reverses $yz$ and $zx$ but not $xy$, so $n$ has no elements between $xy$ and the other two. A twofold rotation about $x$ reverses $zx$ but not $yz$, which removes the remaining off-diagonal element. The threefold rotation about $[111]$ permutes the orbitals and makes the diagonal elements equal. Hence $n=I/3$.

To see that this state is stationary against all changes, vary (\ref{F}). The Hubbard term gives $\frac U2\mathrm{Tr}\,\delta n-U\,\mathrm{Tr}(n\,\delta n)=\mathrm{Tr}(V\delta n)$ with
\begin{equation}
V=U\left(\tfrac12I-n\right),\label{V}
\end{equation}
and so
\[
\delta F=\frac1N\sum_{\mathbf k}\mathrm{Tr}\left\{\left[h_{\mathbf k}+V+\tau\ln\frac{\rho_{\mathbf k}}{1-\rho_{\mathbf k}}\right]\delta\rho_{\mathbf k}\right\}.
\]
At fixed electron number this vanishes when the bracket equals $\mu I$, that is, when $\rho_{\mathbf k}$ is the Fermi function of $h_{\mathbf k}+V-\mu$. For $n=I/3$ the potential is $V=(U/6)I$, a constant that $\mu$ absorbs. The solution is the thermal filling of the bare bands, whose occupation matrix is indeed $I/3$. Since $\delta\rho_{\mathbf k}$ was arbitrary, removing the symmetry constraint leaves the state stationary.

The same constant explains the metal. It shifts all bands together, so no value of $U$ changes their shape. At $\mathbf k=0$ the argument used for $n$ makes $h_0$ a multiple of $I$. The three levels coincide there, so the top of the first band cannot lie below the bottom of the second. An insulator with one electron per cell would need a gap exactly there. Symmetry alone would still allow the bands merely to touch; in the example below they overlap.

This argument needs cubic site symmetry. Under trigonal symmetry, as for antiferromagnetic order in layers along $[111]$, the combination $(yz+zx+xy)/\sqrt3$ is a singlet and can be filled alone without breaking the symmetry.

\section{The second derivative}

Choose a Hermitian matrix $B$ with $\mathrm{Tr}\,B=0$ and $\mathrm{Tr}\,B^2=1$, and let $m=\mathrm{Tr}(Bn)$ measure the imbalance. There are eight independent choices. Under the cubic group they form a doublet $E_g$ (unequal populations), a triplet $T_{2g}$ (real off-diagonal elements) and a triplet $T_{1g}$ (imaginary ones, which carry orbital currents).

Apply a field $\lambda B$ to the bare bands. The new $\rho$ commutes with $h+\lambda B$, so to first order $[h,\delta\rho]+\lambda[B,\rho]=0$. Between band states with energies $\varepsilon_i$ and occupations $f_i$ this reads $(\varepsilon_i-\varepsilon_j)\delta\rho_{ij}=\lambda B_{ij}(f_i-f_j)$. A first-order shift of $\mu$ would be a cubic invariant linear in $B$, and a traceless $B$ contains none. Therefore $m=-\chi\lambda$ with
\begin{equation}
\chi=-\frac1N\sum_{\mathbf k}\sum_{ij}|B_{ij}|^2\,\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}>0 ,\label{chi}
\end{equation}
where the ratio becomes $df/d\varepsilon$ for equal energies. Since the three representations are different and each occurs once, Schur's lemma makes the response to $B$ proportional to $B$, with one $\chi$ per representation.

Let $K(m)$ be the lowest value of the band and entropy terms at given $m$. The field state minimizes $K+\lambda m$, so $dK/dm=-\lambda=m/\chi$ to first order, and $K=K_0+m^2/2\chi$. With $\delta n=mB$ to first order,
\[
\mathrm{Tr}\,n^2=\tfrac13+\tfrac23\mathrm{Tr}\,\delta n+\mathrm{Tr}\,\delta n^2=\tfrac13+m^2+O(m^3),
\]
because $\mathrm{Tr}\,\delta n=0$. Collecting terms,
\begin{equation}
F=F_0+\frac12\left(\frac1\chi-U\right)m^2+O(m^3).\label{curv}
\end{equation}
The cubic state is unstable when $U\chi>1$ in any channel, and locally stable against uniform changes when $U\chi<1$ in all of them.

Two limits show the competition. Without hopping, $f=1/3$ and $\chi=f(1-f)/\tau=2/(9\tau)$, so a cold isolated shell is unstable for any $U>9\tau/2$. Wide bands make the energy denominators in (\ref{chi}) large and leave fewer states near the Fermi level for the terms with $df/d\varepsilon$. Both effects reduce $\chi$, and the cubic metal can then be locally stable against uniform changes. If the rest of a real functional adds $\frac12\kappa m^2$, the bracket in (\ref{curv}) becomes $1/\chi+\kappa-U$.

Above threshold the state is a saddle, not a maximum. Fill the bands with the Fermi function of $\alpha h_{\mathbf k}$, with $\alpha\neq1$. This keeps cubic symmetry, so $n=I/3$ and the Hubbard term do not change. The band and entropy terms are strictly convex in $\rho$ and have their minimum at $\alpha=1$, so $F$ rises.

\section{The number that refutes the belief}

Take the round model values $V_\sigma=-0.20$, $V_\pi=0.06$, $V_\delta=-0.02$, $U=4$ and $\tau=0.1$, all in eV. Equation (\ref{t}) gives $t_1=-0.155$~eV, $t_2=0.020$~eV and $t_3=0.040$~eV. Diagonalizing $h_{\mathbf k}$ on a uniform mesh of 2048 wavevectors gives a cubic state whose first two bands overlap by 0.38~eV. The band extrema fall between the points of this mesh, and a much denser one gives 0.41~eV. Equation (\ref{chi}) then yields the values below, which move by up to 0.002~eV$^{-1}$ with the mesh:

\begin{center}
\begin{tabular}{lccc}
channel & $\chi$ (eV$^{-1}$) & $1/\chi$ (eV) & $1/\chi-U$ (eV)\\
$E_g$ & 0.888 & 1.13 & $-2.87$\\
$T_{2g}$ & 1.054 & 0.95 & $-3.05$\\
$T_{1g}$ & 1.105 & 0.91 & $-3.09$
\end{tabular}
\end{center}

All eight traceless directions of the occupation matrix lead downhill. Scaling the hopping in the trial filling by $\alpha=0.8$ or $1.2$ raises $F$ by 2.1 or 1.1~meV, so uphill directions exist too.

The energy at stake is large. The Hubbard term of the cubic state is $\frac U2(1-\frac13)=U/3=1.33$~eV, and
\[
F_{\rm cubic}=-0.35-0.08+1.33=0.90\ \text{eV},
\]
from the band, entropy and Hubbard terms in turn. Now start the self-consistent cycle with the $xy$ orbital full on every site. It converges to an insulator with a gap of 2.6~eV and $F=-0.003$~eV, about 0.91~eV per site below the metal. The functional that seemed to predict a metal prefers an insulator.

The penalty $U/3$ also shows why a cubic average does not demand a metal. A statistical mixture, in equal parts, of isolated shells with $yz$, $zx$ or $xy$ full has average occupation $I/3$, yet each member has zero penalty. Equation (\ref{F}) charges $U/3$ because it evaluates the penalty at the average $n$ instead of averaging the penalty.

\section{Why the iteration may not reveal it}

In plain iteration the potential (\ref{V}) is built from the input $n$, and the filled bands give the output. An input imbalance $m$ produces the field $-UmB$ and hence the output $U\chi m$. If a fraction $\alpha_{\rm mix}>0$ of the output is mixed in, the imbalance is multiplied by
\[
1+\alpha_{\rm mix}(U\chi-1).
\]
This exceeds one whenever $U\chi>1$, so a small imbalance grows. But zero imbalance stays zero in exact arithmetic: switching symmetry off while keeping a symmetric starting density need not help.

In this model plain iteration also never raises $F$. From $\mathrm{Tr}(n'-n)^2\ge0$ follows $-\mathrm{Tr}\,n'^2\le-\mathrm{Tr}\,n^2-2\,\mathrm{Tr}\,n(n'-n)$, so replacing the Hubbard term by its tangent at the input $n$ gives an upper bound to $F$ that is exact at the input. The output minimizes this bound, and hence its $F$ is no higher than before. A random traceless change of norm $10^{-4}$ in the cubic $n$ led, when the run was stopped at its limit of 60 plain iterations, to $F=-0.0215$~eV and a gap of 3.0~eV. This is a point along the descent, not a converged solution. At $U=0.5$~eV, where the largest $U\chi$ is 0.55, a perturbed start returned to the cubic metal.

Accelerated schemes need not share this behaviour. The secant method seeks a zero of output minus input and takes no account of $F$. Started from the $E_g$ imbalances $m=0.010$ and $0.008$ at $U=4$~eV, it converged to the cubic saddle in four steps. An asymmetric start is therefore no guarantee either.

\section{The first insulator may be a saddle too}

Fill one orbital $\psi$ on every site, so that $n=\psi\psi^\dagger$. Without hopping $F=0$ for every $\psi$, so the hopping must choose. Let $w_{\mathbf k}$ be the part of $h_{\mathbf k}\psi$ orthogonal to $\psi$, and admix an orthogonal vector $c_{\mathbf k}$ of order $t/U$ to the filled state. The first-order term $\psi^\dagger h_{\mathbf k}\psi$ averages to zero. With $x$ the mean of $|c_{\mathbf k}|^2$, the filled occupation is $1-x$, and $\mathrm{Tr}\,n^2\simeq1-2x$ because the mean of $c_{\mathbf k}$ vanishes at this order. The Hubbard cost is thus $Ux$, and
\[
F\simeq\frac1N\sum_{\mathbf k}\left(2\,\mathrm{Re}\,c_{\mathbf k}^\dagger w_{\mathbf k}+U|c_{\mathbf k}|^2\right).
\]
The minimum is at $c_{\mathbf k}=-w_{\mathbf k}/U$. Averaging $|w_{\mathbf k}|^2$ over $\mathbf k$ removes cross terms between different bonds and leaves
\begin{equation}
F\simeq-\frac1U\sum_{\mathbf R}\left[\psi^\dagger t^2\psi-(\psi^\dagger t\psi)^2\right].\label{second}
\end{equation}
Thermal excitation across the gap is neglected.

For $\psi=xy$ the four bonds in the $xy$ plane contribute nothing and the other eight give $t_3^2$ each, so $F\simeq-8t_3^2/U=-0.0032$~eV. Now set $t_3=0$ for a moment and let $p_c$ be the weight of orbital $c$ in $\psi$. Each of the four bonds in the plane of $c$ gives $(t_1-t_2)^2p_c(1-p_c)$, hence $F\simeq-(4/U)(t_1-t_2)^2\sum_cp_c(1-p_c)$. This sum is zero for pure $xy$ and grows with any admixture, so the $xy$ insulator is itself unstable at this level.

The sum is largest for equal weights. Restore $t_3$ and let $\theta_{ab}$ be the phase difference between orbitals $a$ and $b$. A bond in the plane that couples $a$ and $b$ has
\begin{align*}
\psi^\dagger t^2\psi&=\tfrac13\left(2t_2^2+2t_3^2+t_1^2+4st_2t_3\cos\theta_{ab}\right),\\
\psi^\dagger t\psi&=\tfrac13\left(2t_2+t_1+2st_3\cos\theta_{ab}\right).
\end{align*}
Terms linear in $s$ cancel between bonds of opposite sign. Using $\frac13(2t_2^2+t_1^2)-\frac19(2t_2+t_1)^2=\frac29(t_1-t_2)^2$ and summing four bonds for each of the three pairs,
\[
F\simeq-\frac1U\left[\tfrac83(t_1-t_2)^2+8t_3^2-\tfrac{16}9t_3^2\sum_{a<b}\cos^2\theta_{ab}\right].
\]
The real trigonal orbital $(1,1,1)/\sqrt3$ has the largest possible cosine sum, 3. Changing the phase of one orbital by anything other than a multiple of $\pi$ therefore lowers this estimate of $F$. With $\phi_a$ the phase of orbital $a$, $|\sum_ae^{2i\phi_a}|^2=3+2\sum_{a<b}\cos2\theta_{ab}\ge0$, so $\sum_{a<b}\cos^2\theta_{ab}=\frac32+\frac12\sum_{a<b}\cos2\theta_{ab}\ge\frac34$, with equality when $\sum_ae^{2i\phi_a}=0$. The smallest sum is therefore $3/4$, reached by $(1,\omega,\omega^2)/\sqrt3$ with $\omega=e^{2\pi i/3}$. The two estimates are $-0.0215$ and $-0.0231$~eV.

Full self-consistency at $U=4$~eV, started from each orbital, confirms the order. At any self-consistent state the second derivative is $\chi^{-1}-U$, with $\chi$ now an $8\times8$ matrix, so each eigenvalue of $U\chi$ above one is an unstable direction. Finite fields of $\pm2$~meV give this matrix, and its eigenvalues give the last two columns of the table:

\begin{center}
\begin{tabular}{lcccc}
state & $F$ (eV) & gap (eV) & unstable & largest $U\chi$\\
cubic metal & 0.90 & none & 8 & 4.42\\
$xy$ & $-0.0033$ & 2.6 & 4 & 1.016\\
real trigonal & $-0.0227$ & 3.3 & 2 & 1.0016\\
complex trigonal & $-0.0242$ & 3.3 & 0 & 0.9993
\end{tabular}
\end{center}

Thus two of the three insulators are saddles as well. Their growth factors are so close to one that an iteration can seem to have settled while the orbital is still rotating.

The last state is a local minimum among states with one site per cell, within this model. It carries an orbital moment of $0.99\hbar$, so spin--orbit coupling, omitted here, would act on it directly. The counts in the table refer to uniform changes only, and larger cells do lie lower. For a modulation that alternates in sign between successive $(100)$ planes, the largest $U\chi$ of the complex trigonal state is 1.004, so it is a saddle once the cell is doubled. In the cubic cell of four sites, fill $xy$, $yz$, $zx$, $yz$ at $(0,0,0)$, $(1,1,0)$, $(1,0,1)$, $(0,1,1)$ in units of $a/2$. In (\ref{second}) the last term becomes $|\psi'^\dagger t\psi|^2$, with $\psi'$ the orbital filled on the neighbour. The first term sums to $4t_1^2+8t_2^2+8t_3^2$ for any $\psi$, and the last averages to $2t_2^2+2t_3^2$ per site, so $F\simeq-0.0270$~eV; self-consistency gives the same value, below all entries of the table. This pattern need not be the lowest, and differences of a few meV among insulators are set here by the model hopping alone; lattice distortions and the omitted terms of a real functional can reorder them.

A converged cubic metal is therefore evidence about DFT+U only after it has been compared with other solutions. Several different occupation matrices should be used as starts, including complex ones where orbital moments are possible, with the symmetry removed from both the density and the orbitals, and in cells large enough to hold different occupation matrices on different sites. The free energies are then compared, and the lowest solution is perturbed to see whether it returns. Near threshold the return is slow: with the factor 0.9993 found above, plain iteration needs about a thousand steps to halve a small deviation along the slowest directions. The eigenvalues of $U\chi$ are then the clearer test, but only for the patterns that fit the chosen cell.
